# One PAW projector in a box: why overlap shifts the levels: verification in Python

```python
"""
Result under test: for H = H0 + |p>D<p| and S = 1 + |p>q<p|, the levels e of
H psi = e S psi that lie outside the spectrum of H0 are the roots of
    F(e) = 1 + (D - e q) G(e),   G(e) = <p, (H0 - e)^-1 p>.
H0 = -(1/2) d^2/dx^2 on 0 < x < L with psi = 0 at both walls.
p = normalized top hat of half-width a at the centre of the box.
D = strength (hartree), q = overlap strength (dimensionless).
Hartree atomic units throughout.
"""
import numpy as np
from scipy.linalg import eigh, solve_banded
from scipy.optimize import brentq
from scipy.constants import physical_constants

HARTREE_EV = physical_constants["Hartree energy in eV"][0]
L, a = 10.0, 1.0
b = L / 2
D_main, q_main = 0.4, 0.5


def box_level(n):
    return (n * np.pi / L) ** 2 / 2


def G_closed(e):
    """Closed form from matching; the complex root k also covers e < 0."""
    k = np.sqrt(complex(2 * e))
    ratio = np.sin(k * a) * np.cos(k * (b - a)) / (k * a * np.cos(k * b))
    return ((ratio - 1) / e).real


def F(e, D, q):
    return 1 + (D - e * q) * G_closed(e)


def secular_roots(D, q, n_max=7, low=-50.0):
    """Roots of F below box level n_max, searched between breakpoints."""
    points = [low] + [box_level(n) for n in range(1, n_max + 1, 2)]
    if q != 0 and low < D / q < points[-1]:
        points.append(D / q)
    points.sort()
    roots = []
    for left, right in zip(points[:-1], points[1:]):
        lo, hi = left + 1e-10, right - 1e-10
        if F(lo, D, q) * F(hi, D, q) < 0:
            roots.append(brentq(F, lo, hi, args=(D, q), xtol=1e-13))
    return np.array(roots)


# Projector coefficients in the box states, by Gauss-Legendre quadrature
n_basis = 600
n_all = np.arange(1, n_basis + 1)
nodes, weights = np.polynomial.legendre.leggauss(400)
x_hat = b + a * nodes
states = np.sqrt(2 / L) * np.sin(np.outer(n_all, x_hat) * np.pi / L)
p_coef = states @ (a * weights) / np.sqrt(2 * a)
levels0 = box_level(n_all)


def direct_solution(D, q):
    """Generalized diagonalization; eigenvectors have unit S-norm."""
    pp = np.outer(p_coef, p_coef)
    return eigh(np.diag(levels0) + D * pp, np.eye(n_basis) + q * pp)


def G_finite_difference(e, intervals=4000):
    """Solve (H0 - e)u = p on a grid and return <p,u>."""
    h = L / intervals
    i = np.arange(1, intervals)
    distance = np.abs(i - intervals // 2)
    edge = round(a / h)
    p = np.where(distance < edge, 1.0, np.where(distance == edge, 0.5, 0.0))
    p /= np.sqrt(2 * a)
    band = np.zeros((3, intervals - 1))
    band[0, 1:] = -0.5 / h**2
    band[1] = 1 / h**2 - e
    band[2, :-1] = -0.5 / h**2
    return h * p @ solve_banded((1, 1), band, p)


# Closed resolvent element against the differential equation itself
print("Resolvent element G(e) in 1/hartree: closed form, grid solution")
for e in (-0.7, 0.3, 1.0):
    closed, grid = G_closed(e), G_finite_difference(e)
    assert abs(closed - grid) < 1e-4 * (1 + abs(closed))  # grid error ~ h^2
    print(f"  e = {e:5.2f} hartree: {closed:.5f}, {grid:.5f}")

# Complete level lists below box level 7, for all kinds of signs
print("Levels below e_7: number, largest difference secular - direct")
e7 = box_level(7)
for D, q in ((D_main, q_main), (-1.0, 0.0), (0.4, -0.5), (-0.4, -0.5)):
    roots = secular_roots(D, q)
    predicted = np.sort(np.append(roots, [box_level(n) for n in (2, 4, 6)]))
    direct = direct_solution(D, q)[0]
    direct = direct[direct < e7 - 1e-7]
    assert len(direct) == len(predicted)
    error = np.max(np.abs(direct - predicted))
    assert error < 1e-6  # basis truncation falls as n_basis^-3
    print(f"  D = {D:4.1f} hartree, q = {q:4.1f}: {len(direct)},"
          f" {error:.0e} hartree; lowest {direct[0]:.5f} hartree")
    if (D, q) == (-1.0, 0.0):
        assert direct[0] < 0
    if (D, q) == (-0.4, -0.5):  # levels must be repelled from D/q = 0.8
        assert roots[0] < box_level(1) and roots[1] < box_level(3)
        assert roots[2] > box_level(5)

# Worked example
D, q = D_main, q_main
roots = secular_roots(D, q)
values, vectors = direct_solution(D, q)
assert len(roots) == 4
print(f"Example: L = {L:.0f} bohr, a = {a:.0f} bohr, D = {D} hartree, q = {q}")
print(f"Turning energy D/q = {D / q:.3f} hartree")
print("n, e_n, D - e_n q, new level, shift (all hartree), weight c^2")
step = 1e-5
for n, e in zip((1, 3, 5, 7), roots):
    e_n = box_level(n)
    strength = D - e_n * q
    assert np.sign(e - e_n) == np.sign(strength)
    G = G_closed(e)
    slope = (G_closed(e + step) - G_closed(e - step)) / (2 * step)
    weight = G**2 / (slope + q * G**2)
    j = np.argmin(np.abs(values - e))
    assert abs(weight - (p_coef @ vectors[:, j]) ** 2) < 1e-5
    print(f"  {n}, {e_n:.5f}, {strength:.5f}, {e:.5f}, {e - e_n:.5f},"
          f" {weight:.5f}")
print("Unchanged odd-parity levels n = 2, 4, 6 (hartree): "
      + ", ".join(f"{box_level(n):.5f}" for n in (2, 4, 6)))

e = roots[0]
p1_squared = p_coef[0] ** 2
estimate = (box_level(1) + D * p1_squared) / (1 + q * p1_squared)
no_overlap = secular_roots(D, 0.0)[0]
assert e < estimate
assert abs(no_overlap - direct_solution(D, 0.0)[0][0]) < 1e-6
print(f"Lowest level: {e:.5f} hartree = {e * HARTREE_EV:.3f} eV")
print(f"  k = sqrt(2e) = {np.sqrt(2 * e):.5f} 1/bohr")
print(f"  D - e q = {D - e * q:.5f} hartree")
print(f"  G(e) = {G_closed(e):.5f} 1/hartree")
print(f"  product (D - e q) G = {(D - e * q) * G_closed(e):.5f}")
print(f"  <phi_1,p>^2 = {p1_squared:.5f}")
print(f"  single-state upper bound = {estimate:.5f} hartree")
print(f"  level with q dropped = {no_overlap:.5f} hartree")

# Exceptional level: D = e_3 q keeps e_3 although F does not vanish there
e3 = box_level(3)
D_special = e3 * q
special_values = direct_solution(D_special, q)[0]
F_near = F(e3 + 1e-6, D_special, q)
F_limit = 1 + q * p_coef[2] ** 2
assert np.min(np.abs(special_values - e3)) < 1e-9
assert abs(F_near - F_limit) < 1e-4
print(f"Exceptional case D = e_3 q = {D_special:.5f} hartree:")
print(f"  e_3 = {e3:.5f} hartree survives; F near e_3 = {F_near:.5f}")
print(f"  limit 1 + q <phi_3,p>^2 = {F_limit:.5f}")

print("ALL CHECKS PASSED")
```

Printed output:

```
Resolvent element G(e) in 1/hartree: closed form, grid solution
  e = -0.70 hartree: 0.88149, 0.88149
  e =  0.30 hartree: 0.70706, 0.70706
  e =  1.00 hartree: -0.19773, -0.19773
Levels below e_7: number, largest difference secular - direct
  D =  0.4 hartree, q =  0.5: 7, 6e-10 hartree; lowest 0.14168 hartree
  D = -1.0 hartree, q =  0.0: 7, 2e-08 hartree; lowest -0.59276 hartree
  D =  0.4 hartree, q = -0.5: 6, 3e-08 hartree; lowest 0.16616 hartree
  D = -0.4 hartree, q = -0.5: 6, 9e-09 hartree; lowest -0.23500 hartree
Example: L = 10 bohr, a = 1 bohr, D = 0.4 hartree, q = 0.5
Turning energy D/q = 0.800 hartree
n, e_n, D - e_n q, new level, shift (all hartree), weight c^2
  1, 0.04935, 0.37533, 0.14168, 0.09233, 0.17290
  3, 0.44413, 0.17793, 0.49393, 0.04980, 0.29972
  5, 1.23370, -0.21685, 1.20481, -0.02890, 0.11780
  7, 2.41805, -0.80903, 2.38637, -0.03169, 0.02891
Unchanged odd-parity levels n = 2, 4, 6 (hartree): 0.19739, 0.78957, 1.77653
Lowest level: 0.14168 hartree = 3.855 eV
  k = sqrt(2e) = 0.53231 1/bohr
  D - e q = 0.32916 hartree
  G(e) = -3.03803 1/hartree
  product (D - e q) G = -1.00000
  <phi_1,p>^2 = 0.38701
  single-state upper bound = 0.17105 hartree
  level with q dropped = 0.15403 hartree
Exceptional case D = e_3 q = 0.22207 hartree:
  e_3 = 0.44413 hartree survives; F near e_3 = 1.14737
  limit 1 + q <phi_3,p>^2 = 1.14737
ALL CHECKS PASSED
```
